Anyone who simulates a scanning-tunnelling image must decide whether the tip belongs in the electronic-structure calculation. If it does, each tip position is a new and larger problem. If it does not, one calculation of the bare surface serves for the whole image, but one must know which surface quantity to plot, and at what height. The Tersoff-Hamann relation settles both points for a weakly coupled s-wave tip: plot the local density of states of the bare sample, at the centre of the tip's spherical wave.

**The statement and its conventions**

Hartree atomic units are used, so ħ, the electron mass and the elementary charge are 1. The vacuum level is zero, the Fermi energy is E_F = −φ with φ the work function, and the bias V is an energy. I is the magnitude of the current.

The sample alone has states ψ_μ and potential U_s. The tip alone has states χ_ν and potential U_t. The two potentials do not overlap, and both vanish in the gap. There a state of energy E_F obeys

∇²u = κ²u, κ = √(2φ).

Outside the tip its states are s-waves about a centre r0:

χ = C e^{−κρ}/ρ, ρ = |r − r0|.

The claim, for weak coupling, low bias and low temperature, is

I = 8π³ |C|² D_t V ρ_s(r0, E_F),

ρ_s(r0, E) = Σ_μ |ψ_μ(r0)|² δ(E_μ − E).

The sum in ρ_s runs over both spins. D_t is the tip's density of states per spin, the tip being unpolarised. If C varies from state to state, |C|²D_t stands for Σ_ν |C_ν|² δ(E_ν − E_F) for one spin. Electrons are independent and tunnel elastically, keeping their spin.

**First derivation: transitions between separate systems**

Let an electron start in χ_ν. Write the state of the joined system as

Ψ = χ_ν e^{−iE_ν t} + Σ_μ a_μ(t) ψ_μ e^{−iE_μ t}, a_μ(0) = 0,

and insert it in i∂Ψ/∂t = (−½∇² + U_s + U_t)Ψ. Each state solves its own Schrödinger equation, so what remains is

i Σ_μ (da_μ/dt) ψ_μ e^{−iE_μ t} = U_s χ_ν e^{−iE_ν t} + Σ_μ a_μ U_t ψ_μ e^{−iE_μ t}.

The last sum is a small amplitude times a potential that meets just the tail of ψ_μ. It is dropped at lowest order. Projection on ψ_μ gives

i da_μ/dt = M e^{i(E_μ − E_ν)t}, M = ∫ ψ_μ* U_s χ_ν d³r.

With ω = E_μ − E_ν, integration over time gives |a_μ|² = |M|² · 4 sin²(ωt/2)/ω². This function of ω has area 2πt and narrows as t grows, so the transition rate is 2π|M|² δ(E_μ − E_ν).

Next, M is moved into the gap. Draw a surface S there, separating the sample side Ω_s from the tip side Ω_t. U_s is nonzero in Ω_s alone. In Ω_s,

U_s ψ* = E ψ* + ½∇²ψ*, E χ = −½∇²χ,

the second because U_t vanishes there. The energies are equal by the delta function. Hence

M = ∫_{Ω_s} (Eχψ* + ½χ∇²ψ*) d³r = ½ ∫_{Ω_s} (χ∇²ψ* − ψ*∇²χ) d³r.

Green's identity turns this into an integral over S with the normal out of Ω_s. Taking dS out of the tip side instead reverses the sign:

M = ½ ∫_S (ψ*∇χ − χ∇ψ*)·dS.

This needs χ on S and nowhere else. The true tip wave inside the tip may therefore be replaced by C e^{−κρ}/ρ continued down to ρ = 0. The sample state needs no such replacement: with the tip absent, it obeys ∇²ψ = κ²ψ throughout Ω_t.

The continued tip wave has a source at its centre. For ρ > 0, ∇²χ = (1/ρ) d²(ρχ)/dρ² = κ²χ. Through a small sphere the flux of ∇χ is 4πρ² · (−C/ρ²) = −4πC. Therefore

∇²χ − κ²χ = −4πC δ(r − r0).

Apply Green's identity again, now in Ω_t. The distant part of its boundary contributes nothing, since χ decays exponentially in every direction while ψ stays bounded. The κ² terms cancel:

M = ½ ∫_{Ω_t} (ψ*∇²χ − χ∇²ψ*) d³r = −2πC ψ*(r0).

So |M|² = 4π²|C|²|ψ(r0)|², whatever the shape of S. Direct quadrature confirms this. For a sample wave of lateral wave number 0.40 bohr⁻¹ and a centre at 8 bohr, planes at 3 and 5 bohr both give |M/C| = 0.02765 atomic units, and so does 2π|ψ(r0)|. Spheres around the tip centre, with a laterally structured sample wave, agree to rounding error.

It remains to count electrons. Let the tip be filled to E_F + V. The forward and backward rates carry the factors f_t(1 − f_s) and f_s(1 − f_t), whose difference is f_t − f_s. Thus

I = 2π Σ_{μν} [f(E_ν − V) − f(E_μ)] |M|² δ(E_μ − E_ν).

The bracket, integrated over energy, has area V. If all else is smooth across the window, it acts as V δ(E − E_F):

I = 2πV Σ_{μν} |M|² δ(E_μ − E_F) δ(E_ν − E_F).

For each spin the tip sum gives D_t. The remaining sample sum over both spins gives ρ_s:

I = 2πV · 4π²|C|² · D_t ρ_s = 8π³|C|² D_t V ρ_s(r0, E_F).

**What the s-wave condition does**

Suppose the tip wave were a p_z wave, χ_p = −∂χ/∂z. Its source is minus the z-derivative of the earlier one:

∇²χ_p − κ²χ_p = 4πC ∂_zδ(r − r0).

The same volume integral, after one integration by parts, is

M_p = ½ ∫ ψ* · 4πC ∂_zδ(r − r0) d³r = −2πC ∂_zψ*(r0).

The current then follows the slope of the sample wave instead of its value. This too was tested on spheres. A component of lateral wave number K decays as e^{−qz} with q = √(κ² + K²), so a p_z tip multiplies its amplitude by q. Compared with K = 0, fine lateral structure is enhanced by q/κ, and a plot of ρ_s would understate it.

In both cases the source sits at the centre of the tip wave, so r0 is the centre and not the apex. The same decay law shows that the difference matters. Take a sample state

ψ = a₀e^{−κz} + a₁e^{iKx}e^{−qz}.

For a small second term, the lateral modulation of |ψ|² relative to its mean has amplitude 2|a₁/a₀|e^{−(q−κ)z}. A blunter tip, with its centre further back at the same apex gap, sees less contrast. The mean current need not fall in step: if the tip wave has a given value at the apex radius R, then C grows as R e^{κR}.

**Second derivation: a tip that absorbs at a point**

Now leave out the golden rule and solve the joined scattering problem, for a tip that acts at the single point r0. Near r0 any s-wave has the form

ψ = A/ρ + c.

A linear tip forces a fixed ratio between the two coefficients, c = −bA, where b is a complex number set by the tip and the energy. The radial current density is Im(ψ*∂ψ/∂ρ). Since ∂ψ/∂ρ begins with −A/ρ², the flux into a vanishing sphere is

F = 4π Im(c*A) = 4π|A|² Im b.

A tip that carries electrons away has Im b > 0.

Let Φ be the outgoing wave from a point source at r0 with the sample present:

[∇² + 2(E − U_s)]Φ = −4πδ(r − r0).

Without a sample it would be e^{−κρ}/ρ, which begins 1/ρ − κ. The wave that the sample returns is smooth at r0 and has some value g there, so

Φ = 1/ρ − κ + g + terms that vanish at r0.

An electron arriving in the scattering state ψ_μ produces the total wave ψ_μ + AΦ. The constant term near r0 must equal −bA:

ψ_μ(r0) + A(g − κ) = −bA, so A = ψ_μ(r0)/(κ − b − g).

Fill the sample to V above the tip. At energies where both sides are filled, the opposite currents cancel, because flux conservation makes the total transmission equal in both directions. The incoming sample states within the window V remain:

I = V Σ_μ F_μ δ(E_μ − E_F) = 4π Im b · V ρ_s(r0, E_F)/|κ − b − g|².

The density of states is again that of the bare sample, although the tip's disturbance of the wave is now included through g.

To compare with the first result, |C|²D_t must be found for this tip. Place a unit source at a point r′ outside the isolated tip, at distance ρ′ from r0, and let h(ρ) = e^{−κρ}/ρ. The wave is

Φ_t = e^{−κ|r − r′|}/|r − r′| + a h(ρ′)h(ρ).

Near r0 its coefficients are A = a h(ρ′) and c = h(ρ′)(1 − κa). The condition c = −bA gives 1 − κa = −ba, hence

a = 1/(κ − b), Im a = Im b/|κ − b|².

The Green's function G = Σ_ν χ_ν(r)χ_ν*(r′)/(E − E_ν + i0) obeys (E − H)G = δ. Twice this equation is [∇² + 2(E − U)]G = 2δ, so G = −Φ_t/(2π). The tip's local density of states per spin is −(1/π) Im G at r = r′. The direct wave is real, which leaves

Σ_ν |χ_ν|² δ(E_ν − E) = (1/(2π²)) Im a · h².

The left side is also |C|²D_t h², by the definition of C. Therefore

|C|²D_t = Im b/(2π²|κ − b|²).

Insertion gives

I = 8π³|C|²D_t V ρ_s(r0, E_F) · |κ − b|²/|κ − b − g|².

When |g| ≪ |κ − b| the last factor tends to 1 and the Tersoff-Hamann relation returns, prefactor included. The condition has a plain meaning: a wave that leaves the tip and is reflected by the sample must come back too weak to alter the tip's response. Near a tip resonance, where κ − b is small, even a faint returning wave can matter.

**A model in which every factor can be computed**

Let the sample be free electrons at z < 0 in a potential −V0, with vacuum at z > 0, and put r0 at height d. An incoming wave of normal wave number k_z continues into vacuum with amplitude 2k_z/(k_z + iq). Since k_z² + q² = 2V0, its square modulus is 2k_z²/V0. With K the wave number parallel to the surface and two spins,

ρ_s = 2 ∫ (K dK/2π) · (1/(2πk_z)) · (2k_z²/V0) e^{−2qd},

where 1/k_z comes from the energy delta function. Because K dK = q dq,

ρ_s = (1/(π²V0)) ∫_κ^{√(2V0)} q √(2V0 − q²) e^{−2qd} dq.

Let the tip be a one-channel wire with floor −V0, ending at r0. With s measured away from the end, the wire wave u(s) joins smoothly to √(4π)ρψ:

u(0) = √(4π)A, u′(0) = −√(4π)c.

The minus sign is there because s and ρ run in opposite senses. A wave leaving along the wire, u ∝ e^{iks} with k = √(2(E_F + V0)), gives c = −ikA, so b = ik. Since κ² + k² = 2V0,

|C|²D_t = k/(4π²V0).

For g, resolve the point source into lateral waves. Each has vertical part (2π/q)e^{−q|z−d|}, and the lateral integral at r0 reduces to ∫dq. Matching value and slope at the step gives the reflection factor R, so

g = ∫_κ^∞ R(q)e^{−2qd} dq, R = (q − p)/(q + p), p = √(q² − 2V0).

For q² < 2V0 the wave travels into the sample and p = −ik_z.

The conductance can now be found from the wire side, with no density of states. Send e^{−iks} towards the end and let r e^{iks} return. In vacuum c = A(g − κ), so

−ik(1 − r) = (κ − g)(1 + r), r = (ik + κ − g)/(ik − κ + g).

Each spin brings a flux dE/(2π) in the energy range dE, so the conductance is (1 − |r|²)/π. To see that this agrees with the second derivation, subtract the square moduli of numerator and denominator:

1 − |r|² = 4k Im g/|ik − κ + g|².

For q² < 2V0, R = (q + ik_z)²/(2V0) and Im R = qk_z/V0; beyond that R is real. Hence Im g = π²ρ_s, and the conductance is 4πkρ_s/|κ − ik − g|², as found above with b = ik.

**Numbers**

Take the round values φ = 0.15 hartree, V0 = 0.40 hartree, d = 8 bohr and a bias of 10 mV, or 3.675 × 10⁻⁴ hartree. They represent no particular material. Then

κ = √0.30 = 0.5477 bohr⁻¹, k = √0.50 = 0.7071 bohr⁻¹,

|C|²D_t = 0.7071/(4π² × 0.40) = 0.04478 bohr⁻¹ hartree⁻¹.

The integral gives ρ_s = 9.643 × 10⁻⁷ bohr⁻³ hartree⁻¹. The conductance is

I/V = 8π³ × 0.04478 × 9.643 × 10⁻⁷ = 1.071 × 10⁻⁵ atomic units = 2.607 nS,

and the current at 10 mV is 26.07 pA.

Sums over explicit eigenstates of a long wire and a thick slab reproduce both densities. The conductance built from these sums was tested against exact scattering in the model at 8 and 12 bohr, and agrees within 0.1 %. The small remainder at these distances comes mainly from the finite slab, since the integral form is closer still. Relative to exact scattering, the integral form is too large by 2.6 % at d = 2 bohr, 0.23 % at 4 bohr and 0.002 % at 8 bohr.

The formula of the second derivation explains this trend. With b = ik, the ratio of the Tersoff-Hamann value to the exact one is

|1 − g/(κ − ik)|² ≈ 1 − 2 Re[g/(κ − ik)].

At large d the integral for g is dominated by its lower end, so |g| ≈ e^{−2κd}/(2d). The error thus shrinks roughly as the current does. Its sign depends on the phases of g and κ − b, so the overestimate seen here is not a general rule.

**Distance, bias and temperature**

The lower end of the integral also dominates ρ_s:

ρ_s ≈ κk e^{−2κd}/(2π²V0 d).

The logarithmic decay rate is then 2κ + 1/d = 1.220 bohr⁻¹. The computed rate is 1.215 bohr⁻¹, whereas 2κ alone would be 1.095 bohr⁻¹. The 1/d arises because electrons moving obliquely to the surface decay faster and drop out as d grows. Held over one ångström, the computed rate changes the current by a factor of 9.9.

Because dκ/dE = −1/κ, the same form gives d ln ρ_s/dE ≈ 2d/κ. Averaging this linear growth over a window from E_F to E_F + V, with the barrier shape held fixed, gives a relative excess

(1/V) ∫_0^V (2d/κ)ε dε = Vd/κ.

At 10 mV this estimate is 0.54 %, and integration of the product |C|²D_t ρ_s over the window, with the tip's levels also held fixed, gives 0.57 %. The estimate omits the energy dependence of |C|²D_t. This factor is proportional to k and adds V/(2k²) ≈ 0.04 %, which accounts for the difference. For scale, a current excess of 0.57 % corresponds to a height shift of 0.0057/1.215 ≈ 0.005 bohr at constant current. When the densities have no sharp structure near E_F, as here, low bias means V ≪ κ/d, which is 1.86 eV in this model. A band edge or a narrow resonance near E_F sets a stricter limit. A real bias also tilts the barrier, and this effect is of the same order as the estimate. If the potential rises linearly by V from the surface to r0, the mean barrier rises by V/2 and ln I changes by −2d(V/2)/κ = −Vd/κ, which cancels the leading term. The 0.57 % therefore belongs to the fixed barrier and is not a prediction for a biased junction. What survives is the scale κ/d, over which ρ_s(r0, E) changes across the window.

For temperature, the linear term averages to zero over the symmetric function −df/dE. The quadratic term, with ⟨(E − E_F)²⟩ = π²(k_BT)²/3, gives

½(2d/κ)² · π²(k_BT)²/3 = (π²/6)(2d k_BT/κ)².

At 300 K this is 0.13 %, against a computed 0.15 %. Both estimates keep the lowest order in V or k_BT and, within it, the leading power of d. At three times the distance they pass a test with a tighter tolerance, because the neglected lower powers of d matter less there. This improvement does not continue without limit: terms of higher order in V or k_BT carry higher powers of d and take over at large distance.

**What each derivation assumes**

Both derivations take independent electrons, elastic tunnelling and an s-wave tip. Both need the sample and tip densities to be smooth across the energy window. Both take the gap to be field-free with a single κ, which leaves out the image potential, the contact field between unequal work functions and, on semiconductors, band bending induced by the tip. Neither describes charging of the tip or sample, relaxation of atoms under the tip, or inelastic processes.

The first derivation allows a tip of finite size and any internal structure, provided that its wave on S is the s-wave. In return it stops at lowest order: it assumes that the electron crosses once, and it cannot say how large the neglected terms are.

The second keeps repeated passages between tip and sample, and so supplies the condition |g| ≪ |κ − b|. Its price is a tip that acts at one point. An extended tip close to the surface also scatters other partial waves, and for it the percentages above are no guide. The second derivation further assumes that the sample states carry electrons in from far away. A state localised under the tip would be emptied unless something refilled it, and the refilling rate would then enter the current. The first derivation hides the same requirement in its use of equilibrium occupations.

For the decision at the start, the tip may be left out when the returning wave is too weak to alter the tip's response, the bias and k_BT are small against κ/d, the sample and tip densities are smooth across the energy window, the sample states stay filled and undisturbed by the tip's field, and the tip's relevant state is an s-wave. If the first condition fails, repeated passages between tip and sample must be kept, which for a tip of finite size generally means treating the two together. If the last fails, the bare surface still suffices at weak coupling, but another property of its wave must be plotted, such as the slope for a p_z tip. The numerical output below lists the values for the model.

Calculated quantities

```
work function: 0.15 hartree
work function converted: 4.082 eV
step height V0: 0.40 hartree
distance d of tip centre: 8.0 bohr
distance d converted: 4.233 angstrom
bias: 10.0 mV
bias as energy: 3.6749e-04 hartree
kappa: 0.54772 1/bohr
wave number k in wire: 0.70711 1/bohr
M test, lateral wave number: 0.40 1/bohr
M/C, plane at z = 3 bohr: 2.765394e-02 a.u.
M/C, plane at z = 5 bohr: 2.765394e-02 a.u.
M/C, 2 pi psi(r0): 2.765394e-02 a.u.
M on spheres, largest rel. error: 3.6e-15
|C|^2 D_t, wire states: 0.04478 1/(bohr hartree)
|C|^2 D_t, closed form: 0.04478 1/(bohr hartree)
rho_s, slab states: 9.6442e-07 1/(bohr^3 hartree)
rho_s, integral: 9.6429e-07 1/(bohr^3 hartree)
conductance, Tersoff-Hamann: 1.0711e-05 a.u.
conductance converted: 2.6071 nS
transmission pi*G: 3.3648e-05
current at the bias: 3.9361e-09 a.u.
current converted: 26.071 pA
d =  2.0 bohr: G states 2.1447e-02, G closed 2.1446e-02, G exact 2.0909e-02 a.u., closed/exact - 1 = 2.56519 %
d =  4.0 bohr: G states 1.5621e-03, G closed 1.5620e-03, G exact 1.5585e-03 a.u., closed/exact - 1 = 0.22512 %
d =  8.0 bohr: G states 1.0712e-05, G closed 1.0711e-05, G exact 1.0710e-05 a.u., closed/exact - 1 = 0.00177 %
d = 12.0 bohr: G states 9.0094e-08, G closed 9.0076e-08, G exact 9.0076e-08 a.u., closed/exact - 1 = 0.00002 %
decay rate -dlnI/dd: 1.2146 1/bohr
estimate 2 kappa + 1/d: 1.2204 1/bohr
2 kappa alone: 1.0954 1/bohr
current factor per angstrom: 9.93
bias scale kappa/d: 1.863 eV
finite-bias excess: 0.5726 %
finite-bias estimate V d/kappa: 0.5368 %
temperature: 300 K, kT = 9.5004e-04 hartree
thermal scale kappa/(2 pi d): 1.0897e-02 hartree
thermal excess: 0.1511 %
thermal estimate: 0.1267 %
```
